# Avalanche gain with dead spaces: simulation and rare-event error near breakdown

## What scaling fixes

Avalanche gain is a count, so it can depend on lengths only through their ratios. The model below has five lengths: the layer width $W$, a dead space for each carrier, and a mean ionizing distance beyond each dead space. Stretching all five by one factor stretches every carrier path and changes no count. The gain distribution is therefore a function of four ratios.

Averaging over $K$ independent avalanches adds one more pure number. Let $g$ be the gain of one avalanche, $M=\langle g\rangle$ and $\Phi=\langle g^2\rangle/M^2$, the excess noise factor. Variances of independent trials add, so the sample mean has variance $(\langle g^2\rangle-M^2)/K$, and its standard error relative to $M$ is

$$\epsilon=\sqrt{\frac{\Phi-1}{K}} .$$

This holds at any finite $M$. It leaves open how $\Phi$ grows near breakdown, and whether a standard error then describes a typical run.

## The naive scheme and its failure

One electron enters at $x=0$ in a uniform field $F$. Electrons move towards $+x$, holes towards $-x$. With unit charge, a carrier starting from rest needs a distance $d=E_{\rm th}/F$ to gain the threshold energy $E_{\rm th}$. Beyond it the carrier ionizes at constant rate $a$ per length:

$$h(\xi)=a\,e^{-a(\xi-d)}\quad(\xi>d),\qquad \xi=d-\frac{\ln U}{a},$$

with $U$ uniform on $(0,1)$. The mean path is $d+1/a$. Here the bulk coefficient $\alpha$ is defined as the number of ionizations per length made by one carrier over a long path, so $1/\alpha=d+1/a$; the hole coefficient $\beta$ fixes the hole rate likewise. Coefficients extracted from measured gain with a theory without dead space are a different, smaller quantity. If only electrons ionize, the population grows as $e^{\gamma x}$ with $2ae^{-\gamma d}=a+\gamma$, because each event restarts two electrons, and $1/\gamma\approx1/a+2d$ for $\gamma d\ll1$. Published coefficients must be converted before use in this model. After an ionization the parent and the new pair all start from rest, independently. An electron event thus leaves two electrons and one hole, a hole event two holes and one electron.

The naive scheme draws paths until all carriers have left, counts the ionizations $N$, sets $g=1+N$, averages, and quotes the sample standard deviation over $\sqrt K$. A cap on avalanche size would limit the work; its cost is worked out below.

Take a case with $M=30$ and $K=60$, specified below. The relative standard error is 44%. The median run gives $0.91M$, and 58% of runs fall below $M$. Avalanches larger than 693 ionizations have probability 0.00472 each, yet carry 17% of the mean gain. The chance that 60 trials contain none is $(1-0.00472)^{60}\approx0.75$. Such a run contains no avalanche from which to measure what it lacks. The scheme needs an estimate of the rare part that doesn't come from the sample.

## Equations without sampling noise

Let $G_e(x)=\langle s^N\rangle$ for an electron starting at $x$, and $G_h(x)$ the same for a hole. Let $H_e$ and $H_h$ average a function of the ionization position over the path density inside the layer, and let $S_e=1-H_e1$, $S_h=1-H_h1$ be the escape probabilities. A carrier either escapes, or produces one ionization (a factor $s$) and three independent successors:

$$G_e=S_e+s\,H_e[G_e^2G_h],\qquad G_h=S_h+s\,H_h[G_h^2G_e].$$

Write $G_e=\sum_n e_ns^n$ and $G_h=\sum_n h_ns^n$. The explicit factor $s$ makes order $n$ depend on lower orders only:

$$e_0=S_e,\qquad e_n=H_e\!\!\sum_{i+j+l=n-1}\!\! e_ie_jh_l ,$$

and similarly for holes. The value $e_n(0)$ is the probability $p(n)$ of $n$ ionizations. If the coefficients of the product $G_eG_h$ are stored, order $n$ takes work proportional to $n$, however small $p(n)$ is, and the total work grows as the square of the largest size kept.

Moments follow from $s=1+\varepsilon$. Put $G_e=1+\varepsilon t_e+\dots$, where $t_e=\langle N\rangle$. Since $S_e+H_e1=1$, first order gives

$$t_e=H_e[1+2t_e+t_h],\qquad t_h=H_h[1+t_e+2t_h],$$

or $t=r+At$ with

$$r=\begin{pmatrix}H_e1\\H_h1\end{pmatrix},\qquad A=\begin{pmatrix}2H_e&H_e\\H_h&2H_h\end{pmatrix}.$$

Iteration gives $t=r+Ar+A^2r+\dots$, one term per generation. The sum converges while the largest eigenvalue $\rho$ of $A$ is below one; breakdown is $\rho=1$. Each higher order in $\varepsilon$ is a linear system with the same matrix $1-A$ and a source built from lower orders, so $\Phi$ is found without a single random path.

## A case solved in closed form

Without dead space, $H_e$ averages over $\alpha e^{-\alpha(y-x)}$ for $y>x$. Differentiation gives $(H_ef)'=\alpha(H_ef-f)$, and for holes $(H_hf)'=\beta(f-H_hf)$. With $T=1+t_e+t_h$ the mean equations become

$$t_e'=\alpha(t_e-1-2t_e-t_h)=-\alpha T,\qquad t_h'=\beta T .$$

Hence $T'=-(\alpha-\beta)T$. A hole at $x=0$ leaves at once, so $t_h(0)=0$ and $T(0)=M$. Let $k=\beta/\alpha$ and $z=e^{-(1-k)\alpha W}$, so $T(W)=Mz$. Since $t_h'=-kt_e'$ and $t_e(W)=0$, we have $t_h(W)=kt_e(0)=k(M-1)$. Equating $Mz=1+k(M-1)$,

$$M=\frac{1-k}{z-k}.$$

For the variances $v_e,v_h$ of $N$, an ionization leaves three independent carriers whose means and variances add:

$$v_e+t_e^2=H_e[(T+t_e)^2+2v_e+v_h].$$

Differentiate and insert $t_e'=-\alpha T$. The terms in $t_e^2$ and $t_eT$ cancel, leaving, with $V=v_e+v_h$,

$$v_e'=-\alpha(V+T^2),\qquad v_h'=\beta(V+T^2).$$

Thus $V'=-(\alpha-\beta)(V+T^2)$. Multiplying by $e^{(\alpha-\beta)x}$ and integrating gives $V(W)=z[V(0)-M^2(1-z)]$. As for the means, $v_h'=-kv_e'$ gives $V(W)=kV(0)$. Therefore $V(0)(z-k)=M^2z(1-z)$. From the gain formula $z-k=(1-k)/M$ and $1-z=(1-k)(1-1/M)$, so $V(0)=M^2(M-1)z$ and

$$\Phi=1+(M-1)\left(k+\frac{1-k}{M}\right)=kM+(1-k)\left(2-\frac1M\right).$$

For $k\to1$, $\Phi=M$. For $k=0$ the gain is $e^{\alpha W}$, $\Phi$ stays below 2, and there is no breakdown: holes must ionize to close the feedback loop. The discretized equations at $k=0.4$, $M=20$ give $\Phi=9.1704$ against 9.1700 here.

## The law near breakdown

With dead spaces the same growth $\Phi\approx\kappa M$ survives, with a different slope. Set $s=e^{-\theta}$ with small $\theta$, and $q=1-G$. The generating equations become $q_e=H_e[1-s(1-q_e)^2(1-q_h)]$. Expanding, and dropping $\theta q$ and cubic terms,

$$q_e=H_e[\theta+2q_e+q_h-q_e^2-2q_eq_h],$$

with $e$ and $h$ exchanged for holes. Let $u$ and $\nu$ be the right and left eigenvectors of $A$ for $\rho$, with $\nu\cdot u=1$. Near breakdown the component along $u$ dominates, $q\approx cu$. Projection on $\nu$ gives, with $\delta=1-\rho$ and $m=\nu\cdot r$,

$$\tfrac12\sigma^2c^2+\delta c-m\theta=0,\qquad \sigma^2=2\,\nu\cdot\begin{pmatrix}H_e[u_e^2+2u_eu_h]\\H_h[u_h^2+2u_hu_e]\end{pmatrix}.$$

The three terms balance when $c\sim\delta$ and $\theta\sim\delta^2$, so the dropped terms are smaller by a factor $\delta$. The root that vanishes at $\theta=0$ is $c=[\sqrt{\delta^2+2\sigma^2m\theta}-\delta]/\sigma^2$. For small $\theta$, $c\approx m\theta/\delta$, hence $M\approx u_e(0)m/\delta$. Define

$$\kappa=\frac{\sigma^2}{u_e(0)^2m},$$

evaluated at breakdown. Then $u_e(0)\delta/\sigma^2=1/(\kappa M)$ and $2\sigma^2m/\delta^2=2\kappa M^2$, so

$$1-\langle e^{-\theta N}\rangle\approx\frac{\sqrt{1+2\kappa M^2\theta}-1}{\kappa M}=M\theta-\tfrac12\kappa M^3\theta^2+\dots$$

The second term gives $\langle N^2\rangle\approx\kappa M^3$, that is $\Phi\approx\kappa M$.

To invert, note that

$$\int_0^\infty(1-e^{-\theta n})\frac{e^{-n/n_c}}{n^{3/2}}dn=2\sqrt\pi\left(\sqrt{\theta+1/n_c}-\sqrt{1/n_c}\right):$$

both sides vanish at $\theta=0$ and have the derivative $\sqrt{\pi/(\theta+1/n_c)}$. With $n_c=2\kappa M^2$, comparison gives

$$p(n)\approx\frac{M}{\sqrt{\pi n_c}}\,n^{-3/2}e^{-n/n_c}.$$

This is a law for large $n$ with $\kappa M\gg1$; it says nothing about the small avalanches that make up most trials. At finite gain I use $n_c=2M(\Phi-1)$, which agrees at leading order and sets the second moment of this law, $Mn_c/2$, equal to the true variance $M^2(\Phi-1)$. At breakdown the cutoff disappears and $p(n)\to n^{-3/2}/\sqrt{2\pi\kappa}$. For the layer below, the recursion at $n=1500$ gives 0.998 times this value.

## The error of a finite run

For $K$ trials the transform of the summed $N$ is $(1-q_e(0))^K\approx e^{-Kq_e(0)}$, valid for large $K$ because the relevant $q_e(0)$ is of order $1/K$. Let $X$ be the sample mean over $M$, and set $\theta=t/(KM)$. Replacing $N$ by $g$ changes $X$ only at relative order $1/M$. With $R=K/(\kappa M)$,

$$\langle e^{-tX}\rangle\approx\exp\left\{-R\left[\sqrt{1+2t/R}-1\right]\right\}.$$

This belongs to the inverse Gaussian density

$$f(X)=\sqrt{\frac{R}{2\pi X^3}}\,\exp\left[-\frac{R(X-1)^2}{2X}\right].$$

To verify, collect the exponent of $e^{-tX}f$ as $R-aX-b/X$, where in this paragraph $a=R/2+t$ and $b=R/2$. Put $X=y^{-2}$ and complete the square: $by^2+a/y^2=w^2+2\sqrt{ab}$ with $w=\sqrt b\,y-\sqrt a/y$. The map $y\to\sqrt{a/b}/y$ sends $w$ to $-w$; averaging the integral with its image turns $dy$ into $dw/(2\sqrt b)$. Thus $\int_0^\infty X^{-3/2}e^{-aX-b/X}dX=\sqrt{\pi/b}\,e^{-2\sqrt{ab}}$. The prefactors cancel and $2\sqrt{ab}=R\sqrt{1+2t/R}$, as required.

The logarithm of the transform is $-t+t^2/(2R)-t^3/(2R^2)+\dots$, so $X$ has mean 1, variance $1/R$ and skewness $3/\sqrt R$. At finite gain I take $R=K/(\Phi-1)$, which makes the variance correct. A normal error bar needs $R\gg9$; $K$ being large is not enough.

At breakdown itself $q_e(0)=\sqrt{2\theta/\kappa}$, and the transform of the sum depends on $K^2\theta/\kappa$ alone. The sum then grows as $K^2$ and the sample mean as $K$: more trials raise the answer instead of settling it. Above breakdown some avalanches never end, and the finite-gain law doesn't apply.

The error bar taken from the sample is itself unreliable. The size law gives $\langle N^j\rangle\approx M\pi^{-1/2}n_c^{\,j-1}\Gamma(j-\tfrac12)$, hence $\kappa M^3$, $3\kappa^2M^5$ and $15\kappa^3M^7$ for $j=2,3,4$. At leading order the skewness of $g$ is $3\sqrt{\kappa M}$ and its kurtosis $15\kappa M$. The sample variance therefore has relative variance $15\kappa M/K=15/R$. Its covariance with the sample mean is the third central moment over $K$, so their correlation is $3/\sqrt{15}\approx0.77$. Runs that read low also tend to report small error bars.

For an estimate of $\Phi$, linearize $\langle g^2\rangle/\langle g\rangle^2$ in the fluctuations of both averages. With $E_j=\langle g^j\rangle$, $K$ times the relative variance is

$$\frac{E_4}{E_2^2}-\frac{4E_3}{E_1E_2}+\frac{4E_2}{E_1^2}-1\approx(15-12+4)\kappa M=7\kappa M .$$

At high gain, noise needs seven times the trials that gain needs.

## What a size cap costs

Let $x=L/n_c$ for a cap at $L$ ionizations. Discarding larger avalanches (counting them as zero) loses the fraction

$$\frac1M\int_L^\infty np(n)\,dn=\frac{2}{\sqrt\pi}\int_{\sqrt x}^\infty e^{-y^2}dy={\rm erfc}\sqrt x$$

of the mean, by $n=n_cy^2$. Stopping them at $L$ keeps $L\,P(N>L)$. Integration by parts gives

$$P(N>L)=\frac{2M}{n_c}\left[\frac{e^{-x}}{\sqrt{\pi x}}-{\rm erfc}\sqrt x\right],$$

so the loss is $(1+2x)\,{\rm erfc}\sqrt x-2\sqrt{x/\pi}\,e^{-x}$. More trials don't reduce either loss. Since $n_c\propto M^2$, a cap that is harmless at one gain can fail at a much higher one.

## The revised scheme, on a diamond layer

The order of work is now reversed. First solve the linear equations, confirm $\rho<1$, and obtain $M$ and $\Phi$. Then choose $K=(\Phi-1)/\epsilon^2$ and place any cap well above $n_c$. Use the recursion for the tail, and random paths for an independent check or for quantities the equations don't contain.

The example is a 200 nm layer with $\alpha=10^6e^{-12/F}$ and $\beta=10^6e^{-15/F}$ per cm, $F$ in MV/cm, and $E_{\rm th}=8$ eV for both carriers. Breakdown falls at 4.75 MV/cm (95 V), with $\kappa=0.391$. Without dead space, and with the same bulk coefficients as functions of field, it falls at 4.48 MV/cm with $\kappa=0.512$. Each $\kappa$ belongs to its own breakdown field. The higher field raises $\beta/\alpha$, which alone would raise the noise, so the reduction comes from the dead space. The size of both shifts depends on how the rates are tied to the coefficients: with $1/a=1/\alpha-2d$ in place of $1/\alpha-d$, and likewise for holes, breakdown falls at 4.59 MV/cm with $\kappa=0.355$.

Gain 30 occurs at 4.673 MV/cm. There $d=8/0.4673=17.1$ nm and $1/\alpha=130.4$ nm, so $1/a=113.3$ nm and the electron rate beyond the dead space is 88,300 per cm. The noise factor is 12.56. For 5% error in gain,

$$K=\frac{12.56-1}{0.05^2}\approx4620 .$$

At gains 10, 100 and 1000 the number is about 1490, 15,600 and 156,000. For 5% error in $\Phi$ at gain 30 it is 28,300, a factor 6.1; the factor is 4.8 at gain 10 and 7.0 at gain 1000.

A simulation of 180,000 trials gives a gain of $29.9\pm0.2$ and $\Phi=12.5$. Doubling the grid of 100 cells changes the computed gain by 0.1%. Split into 90 batches of 2000, the simulated noise factors scatter by 17%, where the linearized formula predicts 19%.

The cutoff is $n_c=2\times30\times11.558\approx693$. Discarding avalanches above it loses 17.1% of the mean, stopping them there 6.2%; the asymptotic laws give 15.7% and 5.7%. A cap at 173 loses 52% or 30%. At these two caps the laws lie 7 to 8% below the recursion, relative to the recursion, so they serve to place a cap, not to correct for one.

For means of 60 trials, $R=60/11.56=5.19$. Convolving the recursion's distribution 60 times gives a probability of 0.266 for a mean below $0.7M$. The inverse Gaussian gives 0.266 and the normal law 0.247. Over all values, the largest error in cumulative probability is about 0.0006 for the former, the size of one step of the discrete distribution, and 0.084 for the latter. The full values are in the numerical output.

## Beside a real diamond device

The coefficients are round values chosen for illustration. Published ionization data for diamond scatter widely, and a computed breakdown field inherits that uncertainty. Another assumption at risk is the uniform, fixed field. Near breakdown $M\propto1/(F_B-F)$, with $F_B$ the breakdown field. At gain 30 the margin is about 0.08 MV/cm, so a 5% change of gain needs a field change of only 0.004 MV/cm, under 0.1% of the field. This is for a uniform change. Field crowding at a device edge can exceed it locally. Weak doping mainly tilts the field at fixed voltage: a rise on one side is partly offset by a fall on the other, so the gain changes less than the largest local deviation suggests.

An avalanche also lowers its own field. Take $n_c$ pairs separated at once, a duration $\tau=MW/v=60$ ps at $v=10^7$ cm/s, and lateral diffusion with $D=10$ cm²/s over an area $8\pi D\tau=1.5$ µm². This treats the spot as a Gaussian of variance $2D\tau$ along each axis, as if every carrier had diffused independently for the whole time; the area is the inverse of its normalized density averaged over the spot itself. Dividing the charge per area by the permittivity, with relative value 5.7, the field falls by 0.015 MV/cm, and the gain at that field is 25. This is an illustration, not a bound. Carriers of one avalanche share ancestors, and many are created late, so the real spot is narrower and, if the charge stays, the drop is larger. Following the diffusion of each carrier gives about 0.3 µm² for avalanches near $n_c$; the spot is then about as wide as the layer, and charge per area over permittivity overstates the drop. If the contacts instead remove carriers within a transit time $W/v=2$ ps, only a small part of the pairs is present at once, which lowers the drop, though their narrower spot offsets part of this reduction. At fixed voltage the field integrated across the layer cannot change, so charge in transit redistributes the field and does not lower it everywhere. When the charge stays, the drop grows with the size of the avalanche, and the fixed field is then least accurate for the largest avalanches, which dominate the sampling error.

Other changes, at fixed field, can lower the gain further. Suppose the exponents 12 and 15 scale as $1/\lambda$, where the phonon-limited free path $\lambda$ is proportional to $\tanh(\hbar\omega/2k_BT)$ with $\hbar\omega=0.16$ eV. If the stated coefficients hold at 300 K, heating to 400 K lowers the gain from 30 to 16. Raising the threshold by 1 eV at fixed bulk coefficients, a stand-in for energy lost to phonons in the dead space, lowers it to 21; with the rates set by $1/a=1/\alpha-2d$, the same step from gain 30 leads only to 26. Interband tunnelling is negligible here: for a triangular barrier of 5.5 eV and mass $0.2m_e$ the exponent is 84. A few thousand trials thus make the sampling error at gain 30 smaller than the changes in gain computed above for the assumed shifts of field, temperature and threshold.

## Computed results

```
local check k=0.4: gain 20.0006 (closed 20.0000)
local check: noise 9.1704 (closed 9.1700)
local check: kappa at breakdown 0.40001
width 200 nm, threshold 8.0 eV
breakdown field 4.7501 MV/cm, voltage 95.00 V
spectral radius there 1.00000000, kappa 0.3911
no dead space: breakdown 4.4786 MV/cm, kappa 0.5118
at breakdown, p(1500) over power law 0.9983
gain; field MV/cm; noise; trials for 5% in gain; for 5% in noise
   10; 4.51812; 4.733; 1493; 7189
   30; 4.67263; 12.558; 4623; 28347
  100; 4.72686; 39.936; 15575; 104676
 1000; 4.74781; 391.927; 156371; 1090110
gain 1000, computed over asymptotic:
  noise 1.0021, skewness 0.9999, kurtosis 1.0003
  noise-estimate variance 0.9955, gain 1.0001
gain 30: alpha 76678 /cm, beta 40349 /cm
  dead space 17.121 nm, enabled rates 88265 and 43343 /cm
  gain on doubled grid 29.9657
  180000 trials: gain 29.888 +- 0.240
  noise simulated 12.535, computed 12.558
  P(N>0): recursion 0.800946, simulation 0.800361
  P(N>10): recursion 0.311493, simulation 0.309583
  P(N>100): recursion 0.064017, simulation 0.063683
  P(N>1000): recursion 0.002034, simulation 0.002122
  cutoff size n_c 693.5 ionizations
  limit 173: discard loses 0.5174 (law 0.4800)
    stopping loses 0.3033 (law 0.2803)
  limit 693: discard loses 0.1710 (law 0.1574)
    stopping loses 0.0619 (law 0.0569)
  P(N>n_c) 0.004720 (law 0.004348)
60-trial mean: shape 5.191, relative s.d. 0.4389
  largest cdf error: inverse Gaussian 0.0005, normal 0.0844
  P(mean<0.7M): exact 0.2658, simulated 0.2647
    inverse Gaussian 0.2662, normal 0.2471
  median/M exact 0.9128, law 0.9132; P(mean<M) 0.5839
noise from 2000 trials: relative s.d. 0.1669, predicted 0.1882
inputs: gap 5.5 eV, mass 0.2 m_e, eps 5.7, phonon 0.16 eV
  diffusion 10 cm2/s, speed 1e+07 cm/s
tunnelling exponent 84.3, factor 2.4e-37
gain at 400 K 16.12; with threshold +1 eV 21.28
n_c pairs: time 60.0 ps, area 1.51 um2
  field drop 0.01460 MV/cm, gain then 25.24
```
